Crystal-field excitons in mean-field RPA by dynamical matrix diagonalisation: theory and settings

1. Two singlets

Energies are in meV, ħ = 1, and wave vectors are in inverse lattice constants. Each site of a Bravais lattice carries two levels, |0⟩ at energy 0 and |1⟩ at energy Δ > 0, and one Hermitian operator I = M|0⟩⟨1| + M*|1⟩⟨0| without diagonal elements. The sites are coupled by

H_int = −½ Σ_{i≠j} J(ij) I(i) I(j),  J(ij) = J(ji) real.

Mean field replaces I(i)I(j) by I(i)⟨I(j)⟩ + ⟨I(i)⟩I(j) − ⟨I(i)⟩⟨I(j)⟩. The two linear terms contribute equally to the sum and cancel the ½, so site i feels −h_i I(i) with h_i = Σ_j J(ij)⟨I(j)⟩. In the paramagnetic state ⟨I⟩ = 0, the levels are unshifted, and the populations give n01 = p_0 − p_1 = tanh(Δ/2k_BT).

Apply a weak field −h I(R) e^{iq·R − izt} with Im z > 0, so that it is switched on from zero in the far past. The random-phase approximation (RPA) here means that each single-ion density matrix obeys i dρ/dt = [H(t), ρ] in the time-dependent mean field, to first order in h, with no relaxation. The induced moment m e^{iq·R − izt} adds to the field, so the ion at R = 0 sees

h_eff = h + J(q) m,  J(q) = Σ_R J(0,R) e^{iq·R}.

Put ρ = ρ⁰ + δρ e^{−izt}. The first-order equation is z δρ = [H⁰, δρ] − h_eff [I, ρ⁰]. Since H⁰ and ρ⁰ are diagonal, [H⁰, δρ]_mn = (E_m − E_n)δρ_mn and [I, ρ⁰]_mn = I_mn (p_n − p_m), hence

(E_m − E_n − z) δρ_mn = (p_n − p_m) I_mn h_eff.   (1)

With I_10 = M*, I_01 = M, and x_1 = δρ_10/√n01, x_2 = δρ_01/√n01, the two components of (1) are (Δ − z)x_1 = √n01 M* h_eff and (−Δ − z)x_2 = −√n01 M h_eff. Multiplying the second by −1 gives (Δ + z)x_2 = √n01 M h_eff. The moment is m = Tr(I δρ) = √n01 (M x_1 + M* x_2). With the row U = √n01 (M, M*) and Λ = diag(+1, −1), these read (Δ − zΛ)x = U†h_eff and m = Ux. Inserting h_eff = h + JUx gives

(A − zΛ) x = U†h,  A = Δ·1 − U†JU.

The elements are A_11 = A_22 = Δ − n01|M|²J and A_12 = A_21* = −n01 M*²J; A is Hermitian when J(q) is real, which follows from J(0,R) = J(0,−R). The determinant is

det(A − zΛ) = (A_11 − z)(A_11 + z) − n01²|M|⁴J² = Δ² − 2Δ n01|M|²J − z².

Free oscillations need a zero of it, so

ω_q² = Δ (Δ − 2 n01 |M|² J(q)).   (2)

The susceptibility is χ = m/h = U adj(A − zΛ) U†/det. The diagonal entries A_11 + z and A_11 − z of the adjugate contribute n01|M|²(A_11 + z) + n01|M|²(A_11 − z) = 2n01|M|²A_11, and each off-diagonal entry contributes n01²|M|⁴J. The J terms cancel, leaving 2n01|M|²Δ:

χ(q,z) = 2 n01|M|²Δ/(ω_q² − z²) = (n01|M|²Δ/ω_q) [1/(ω_q − z) + 1/(ω_q + z)].   (3)

The form ω² = Δ(Δ − 2M²J(q)) is (2) at T = 0. It is derived here for one ion per cell (for several equivalent ions J(q) is replaced by each eigenvalue of the matrix J^{ss'}(q) of section 2). It requires a single coupled transition, and with the bare Δ and M also a paramagnetic mean-field state; in an ordered state whose moments all have the same size, the same form holds with the mean-field gap and the transition element between the mean-field levels (section 4), because diagonal elements of I drop out at z ≠ 0 (section 2). If the order gives the sites moments of different size, their gaps and elements differ, (2) no longer applies, and the general problem of section 2 must be solved. The eigenvalues of A are A_11 ± |A_12|, that is Δ and Δ − 2n01|M|²J, and their product is ω_q²; in this model ω_q is real and non-zero exactly when A is positive definite.

2. The general multipolar problem

The general Hamiltonian is H = Σ_i H_cf(i) − ½ Σ_{i≠j} J_αβ(ij) I_α(i) I_β(j), summed over α and β. The I_α are Hermitian multipole operators (dipoles, quadrupoles, higher ranks), and J is real with J_αβ(ij) = J_βα(ji). Sites are labelled by a cell vector R and a sublattice s, and the mean-field state is assumed periodic with this cell. The Fourier convention uses cell vectors only:

J_αβ^{ss'}(q) = Σ_R J_αβ(0s, Rs') e^{iq·R}.

Because J is real, J(−q) = J(q)*. It is also Hermitian in the joint index (sα): J_βα^{s's}(q)* = Σ_R J_βα(0s', Rs) e^{−iq·R}; the exchange symmetry and a translation by −R turn the coupling into J_αβ(0s, −R s'), and renaming −R as R gives J_αβ^{ss'}(q).

The static problem H_s = H_cf,s − h_α^s I_α, h = J(0)⟨I⟩ is iterated to self-consistency and yields levels E_n, states |n⟩ and Boltzmann populations p_n on each sublattice. A probe −h_β^s I_β e^{iq·R − izt} induces moments m with h_eff = h + J(q)m, and (1) holds with I_mn h_eff replaced by ⟨m|I_β|n⟩ h_eff,β. For E_m = E_n the populations are equal, the right side vanishes, and δρ_mn = 0 for z ≠ 0: degenerate pairs and diagonal elements drop out.

Label the remaining ordered pairs by μ = (s,n,m) with Δ_μ = E_m − E_n ≠ 0 and Λ_μ = sign Δ_μ. The lower level is never the less populated, so p_n − p_m = Λ_μ |p_n − p_m|. Define δρ_mn = √|p_n − p_m| x_μ and

U_{sα,μ} = √|p_n − p_m| ⟨n|I_α|m⟩ for μ on sublattice s, zero otherwise.

Since ⟨m|I_β|n⟩ = ⟨n|I_β|m⟩*, equation (1) becomes (Δ_μ − z)x_μ = Λ_μ (U†h_eff)_μ. Multiplying by Λ_μ, with Λ_μΔ_μ = |Δ_μ| and Λ_μ² = 1, gives (D − zΛ)x = U†h_eff, where D = diag|Δ_μ|. The moment is m_α = Σ ⟨n|I_α|m⟩δρ_mn = (Ux)_α. Eliminating x gives m = χ⁰h_eff with χ⁰ = U(D − zΛ)⁻¹U†, and then χ = (1 − χ⁰J)⁻¹χ⁰, which needs one inversion per frequency. Eliminating h_eff instead gives (D − U†JU − zΛ)x = U†h, so the same χ is

χ(q,z) = U (A(q) − zΛ)⁻¹ U†,  A(q) = D − U†J(q)U,   (4)

with A Hermitian and free of z.

3. The eigenproblem and the pole expansion

The poles solve At = ωΛt. The matrix Λ is indefinite and cannot serve as the metric of a Hermitian solver, so the roles are exchanged. Assume A > 0 and solve

Λ t_r = λ_r A t_r,  ω_r = 1/λ_r.   (5)

Write A = LL† (Cholesky) and y = L†t. Multiplying (5) by L⁻¹ gives Cy = λy with C = L⁻¹ΛL⁻†, which is Hermitian and invertible. The λ_r are therefore real and non-zero, and the eigenvectors form a unitary Y. With T = L⁻†Y,

T†AT = Y†Y = 1,  T†ΛT = Y†CY = diag(λ_r).

Then T†(A − zΛ)T = 1 − zλ, so (A − zΛ)⁻¹ = T(1 − zλ)⁻¹T†. Using 1/(1 − z/ω_r) = ω_r/(ω_r − z) and a_r = Ut_r,

χ(q,z) = Σ_r ω_r a_r a_r† / (ω_r − z).   (6)

One diagonalisation per q gives all frequencies and all multipolar weights W_r = ω_r a_r a_r†. For z = ω + iη and η → 0⁺, Im 1/(ω_r − z) → πδ(ω − ω_r), so the absorptive part is π Σ_r W_r δ(ω − ω_r).

Three properties follow. First, of the N_t modes exactly half have ω_r > 0. The form t†Λt is positive on the N_t/2-dimensional span of the upward transitions and negative on the span of the n₋ vectors t_r with λ_r < 0. These subspaces share only the zero vector, so N_t/2 + n₋ ≤ N_t. The same argument with signs reversed gives n₊ ≤ N_t/2, and n₊ + n₋ = N_t forces equality.

Second, {ω_r(−q)} = {−ω_r(q)}. Let P exchange (n,m) with (m,n). Then UP = U*, PΛP = −Λ, PDP = D, and PA(q)P = D − U^T J(q)U* = (D − U†J(q)*U)* = A(−q)*. Applying P to A(q)t = ωΛt and conjugating gives A(−q)(Pt)* = −ωΛ(Pt)*. Nothing here forces the positive branch to be even in q. In a random two-sublattice J = 1 model with three dipoles, two quadrupoles and unsymmetric couplings, the spectra at q = ±2π/5 differ by up to 0.021 meV.

Third, a sum rule. From T†ΛT = diag(λ), Λ⁻¹ = T diag(ω) T†, and Λ⁻¹ = Λ. Hence Σ_r W_r = UΛU† = Σ_{nm}(p_n − p_m)⟨n|I_α|m⟩⟨m|I_β|n⟩. Degenerate pairs may be added at no cost because their factor is zero; completeness then turns the p_n term into ⟨I_αI_β⟩ and the p_m term into ⟨I_βI_α⟩:

Σ_r (W_r)_{sα,s'β} = δ_ss' ⟨[I_α, I_β]⟩.   (7)

For α = β the right side is zero: the weights of negative poles cancel those of positive poles. The weight of the positive poles alone is not conserved, and in (3) it grows as 1/ω_q.

4. What A > 0 means, and what it misses

With W = UD^(−1/2), A = D^(1/2)(1 − W†JW)D^(1/2). Since D^(1/2) is invertible and Hermitian, A > 0 exactly when all eigenvalues of W†JW are below 1. If W†JWv = κv with κ ≠ 0, then u = Wv is non-zero and WW†Ju = κu; conversely, WW†Ju = κu makes v = W†Ju a non-zero eigenvector of W†JW. The non-zero eigenvalues therefore coincide, and WW† = UD⁻¹U† = χ⁰(z → 0) = χ_VV, the Van Vleck susceptibility. Thus

A(q) > 0 ⇔ every eigenvalue of χ_VV J(q) is below 1.   (8)

In the random model, with the mean-field states frozen and J(q) scaled at q = 2π/5, both sides fail at the scale 23.983.

Condition (8) is not the full thermodynamic criterion at T > 0. In a static field the populations readjust. With β = 1/k_BT, the derivative of e^{−β(H − hI_β)} at h = 0 is ∫₀^β e^{−(β−τ)H} I_β e^{−τH} dτ. Its mn element is I_β,mn (e^{−βE_n} − e^{−βE_m})/(E_m − E_n) for different energies and β I_β,mn e^{−βE_n} for equal ones, and its trace gives ∂Z/∂h = βZ⟨I_β⟩. Differentiating ⟨I_α⟩ = Tr(I_α e^{−β(H − hI_β)})/Z gives χ_VV from the unequal pairs plus

χ_el,αβ = β [ Σ_{E_n = E_m} p_n ⟨n|I_α|m⟩⟨m|I_β|n⟩ − ⟨I_α⟩⟨I_β⟩ ].   (9)

The isothermal mean-field response is (1 − (χ_VV + χ_el)J)⁻¹(χ_VV + χ_el), while (6) at z = 0 contains χ_VV only. When χ_el ≠ 0 a continuous transition can occur with every ω_r still finite. A > 0 also says nothing about a competing state of lower free energy.

For two singlets χ_el = 0 in the paramagnet, because I has no diagonal elements, and the soft mode marks the transition. If J(q) peaks at q = 0, (2) vanishes at tanh(Δ/2k_BT_c) = Δ/2M²J(0) (M real), which has a solution only for 2M²J(0) > Δ:

k_BT_c = Δ / [2 artanh(Δ/2M²J(0))].   (10)

Below T_c the paramagnetic solution persists with ω² < 0, and e^{−iωt} grows at the rate √(−ω²). The ordered state at T = 0 has H_s = Δ/2 − (Δ/2)τ_z − hMτ_x in Pauli matrices with τ_z|0⟩ = +|0⟩. Its gap is Δ' = √(Δ² + 4M²h²), and its ground pseudospin makes an angle θ with z, where cos θ = Δ/Δ' and sin θ = 2Mh/Δ'. Then ⟨I⟩ = M sin θ, and h = J(0)M sin θ gives sin θ = 2M²J(0) sin θ/Δ', so Δ' = 2M²J(0). The part of τ_x transverse to the tilted axis has size cos θ, so the transition element is M cos θ. Equation (2) with Δ' and M cos θ gives Δ'² − 2M²J(q)Δ²/Δ', or

ω_q² = (2M²J(0))² − Δ² J(q)/J(0).   (11)

5. Accuracy of RPA itself

For two singlets at T = 0, first-order degenerate perturbation theory acts on the states with one excited site. H_int moves the excitation from j to i with amplitude −M²J(ij), the two orderings cancelling the ½, and gives the ground state no first-order shift. The exact energy is Δ − M²J(q) + O(J²), and (2) expands to the same first-order term. Beyond that order RPA is not exact in general. Two exact diagonalisations with Δ = 1 meV and M = 1 show the size of the error.

For all-to-all coupling J(ij) = J0/N with J0 = 0.25 meV, (2) with the N → ∞ coupling J(0) = J0 gives √0.5 = 0.707107 meV. The exact gap exceeds this by 2.587×10⁻³, 1.299×10⁻³ and 6.505×10⁻⁴ meV for N = 200, 400, 800; the last two stand in the ratio 1.996, as for a 1/N error, and the last is 0.09 % of that limiting value. Most of this difference is not an error of RPA. Because the sum excludes i = j, the coupling at finite N is J(0) = J0(N − 1)/N, and (2) then gives 0.708872, 0.707990 and 0.707549 meV. The exact gaps exceed these by 8.2×10⁻⁴, 4.2×10⁻⁴ and 2.1×10⁻⁴ meV, the last being 0.03 % of 0.707549 meV. For a ring of ten sites with nearest-neighbour bond K, J(q) = 2K cos q and ω² = Δ² − 4KΔ cos q. The exact one-excitation energies satisfy (ε² − ω²)/K² = 4.00000 at all ten wave vectors for K = 0.05 and 0.1 meV; this is a numerical finding for these two couplings. At q = 0 RPA gives 0.89443 against 0.90000 meV and 0.77460 against 0.80000 meV, low by 0.6 % and 3.2 % of the exact energy.

6. Procedure and settings

For each temperature the calculation (a) iterates the mean field, (b) builds Δ_μ, Λ and U once, and for each q (c) forms A(q), (d) solves (5) with a Hermitian-definite solver normalised to T†AT = 1, and (e) returns ω_r and W_r.

Cell and starting moments. A failed Cholesky step means that (8) is violated at that q. Zero starting moments can remain a fixed point of the iteration even when that point is unstable, as for the paramagnet below T_c. Restart from non-zero moments, in a cell commensurate with the q where an eigenvalue of (χ_VV + χ_el)J(q) first reaches 1; for χ_el = 0 this is the q where A fails first, but for χ_el ≠ 0 it can be a different q. A mode at exactly ω = 0 obeys At = 0, so A is singular there and q must be moved to a point where that mode has ω ≠ 0.

Temperature. T = 0 with p = (1, 0, …) needs a non-degenerate mean-field ground state. At T > 0 the populations are those of the full level scheme, not tanh(Δ/2k_BT).

Mean-field tolerance. Differentiating (2), an error δΔ in a level spacing shifts the mode by δω = (Δ − n01|M|²J) δΔ/ω at fixed n01 and M. An error in the mean field also changes the matrix element: in the ordered state of section 4, where the element is M cos θ = MΔ/Δ', differentiating Δ'² − 2M²JΔ²/Δ' gives δω = (Δ' + M²J cos²θ) δΔ'/ω instead. Either factor grows as 1/ω, so the tolerance is tightened near a soft mode. The program stops when the moments change by less than 10⁻¹².

Degeneracy threshold. Suppose a pair split by a small δ ≪ k_BT is kept. Then p_n − p_m ≈ βp_nδ, and by (3) with J = 0 the pair adds 2βp_n|I_nm|²δ²/(δ² − z²) to χ⁰. For |z| ≫ δ this is of order (δ/z)² and negligible; at z = 0 it equals 2βp_n|I_nm|², the share of that pair in (9). With several operators the pair adds βp_nδ(2δ Re c + 2iz Im c)/(δ² − z²) to χ⁰_αβ, where c = ⟨n|I_α|m⟩⟨m|I_β|n⟩; the Im c term, present for instance for J_x and J_y, is of first order in δ/z. The threshold therefore changes modes far above δ at order (δ/ω)² for one operator and in general at order δ/ω, but it alters χ_VV and the test (8) by a finite amount. It is set above the numerical splitting of symmetry-degenerate levels and below any physical splitting; the program uses 10⁻⁹ meV.

Truncation. With d levels on n_s sublattices N_t ≤ n_s d(d − 1), and step (d) costs of order N_t³. A transition with a zero column of U decouples in A and returns ω = Δ_μ with zero weight; it may be dropped exactly, which at T = 0 leaves at most 2(d − 1) per ion. Transitions are dropped in pairs (n,m), (m,n), to keep the ±ω symmetry. The diagonal of (7) stays zero under such truncation and does not detect it. The error is estimated instead as follows, for one operator. Let the dropped transitions add a background χ_b to χ⁰. The pole condition 1 = J(χ₁ + χ_b) with χ₁ = 2n01M²Δ/(Δ² − ω²) gives ω² = Δ² − 2n01M²ΔJ/(1 − Jχ_b), so to first order in Jχ_b

δ(ω²) = −2 n01 M² Δ J² χ_b.   (12)

Transitions lying above the mode have χ_b > 0 and lower it for either sign of J. The program itself keeps all transitions.

Degenerate modes and broadening. Within a degenerate set the t_r are fixed only up to a unitary rotation, so only the summed W_r has meaning. RPA poles are real when A > 0; a width η is a display parameter, not a lifetime.

7. Worked example: a J = 4 ion with dipolar and quadrupolar coupling

The parameters are round model values. On a simple tetragonal lattice H_cf = B20 O20 + B44 O44, with O20 = 3J_z² − 20, O44 = (J₊⁴ + J₋⁴)/2, B20 = −0.5 meV and B44 = 0.05 meV. Isotropic exchange is 0.01 meV to the four in-plane neighbours and 0.005 meV to the two along c, so J(q) = 0.02(cos q_x + cos q_y) + 0.01 cos q_z. The quadrupole O_xy = J_xJ_y + J_yJ_x = (J₊² − J₋²)/2i is coupled in plane with 0.01 meV, so K(q) = 0.02(cos q_x + cos q_y).

Write |ms⟩, |ma⟩ = (|m⟩ ± |−m⟩)/√2. O20 puts |±4⟩ at −0.5 × 28 = −14 meV and |0⟩ at +10 meV. The ladder factors give ⟨0|J₋⁴|4⟩ = √(8·14·18·20), so ⟨0|O44|4s⟩ = √2 × √40320/2 = √20160, and the squared coupling is 0.05² × 20160 = 50.4 meV². The lower root of this 2×2 block is −2 − √(144 + 50.4) = −15.9427 meV, while |4a⟩ stays at −14 meV, so Δ = 1.9427 meV. The coupling is positive, so the ground state is a|4s⟩ − b|0⟩ with a² = 0.93033, b² = 0.06967. The nine levels lie at 0, 1.943, 8.493 (twice), 10.943, 27.886, 28.393 (twice) and 28.943 meV, giving 9 × 8 − 4 = 68 ordered transitions.

Since J_z|4s⟩ = 4|4a⟩ and J_z|0⟩ = 0, J_z reaches |4a⟩ only, with M² = 16 × 0.93033 = 14.885. For the quadrupole, O_xy|4s⟩ = −(√112/2i)|2a⟩ and O_xy|0⟩ = (√720/2i)|2a⟩, so the two parts add: |Q| = √28 a + √180 b = 5.104 + 3.541, and |Q|² = 74.74, with Δ_Q = 10.943 meV. H_cf conserves m modulo 4, which J_z leaves alone, J_x and J_y change by ±1 and O_xy by 2; χ⁰ therefore has no elements between these three groups, and J(q) is diagonal. At T = 0 the J_z and O_xy channels are each a two-singlet problem, and (2) and (3) hold for them exactly within RPA.

At Γ, M²J = 14.8853 × 0.05 = 0.74427 meV = |A_12| and A_11 = 1.94274 − 0.74427 = 1.19847 meV. Then ω² = 1.94274 × (1.94274 − 1.48853) = 0.8824 meV², ω = 0.9394 meV (0.2271 THz), λ = ±1.0645 meV⁻¹, and the weight is 14.8853 × 1.94274/0.93937 = 30.78. The ratio 2M²J(0)/Δ is 0.766; the critical J(0) is 0.0653 meV. For the quadrupole, ω² = 10.94274 × (10.94274 − 2 × 74.7375 × 0.04) = 54.32 meV², ω = 7.370 meV. The 68-transition results at T = 0, with X = (π,0,0), M = (π,π,0), A = (π,π,π), energies in meV and weights in brackets:

Γ: J = +0.05, ω_zz = 0.939 (30.78); K = +0.04, ω_xy = 7.370 (110.97); ω_xx = 8.365
X: J = +0.01, ω_zz = 1.788 (16.18); K = 0, ω_xy = 10.943 (74.74); ω_xx = 8.467
M: J = −0.03, ω_zz = 2.347 (12.32); K = −0.04, ω_xy = 13.608 (60.10); ω_xx = 8.569
A: J = −0.05, ω_zz = 2.582 (11.20); K = −0.04, ω_xy = 13.608 (60.10); ω_xx = 8.619

Here ω_xx is the strongest transverse mode, near the doublet at 8.493 meV. The quadrupolar mode has dipole weights below the tested bound of 10⁻¹².

At 30 K (k_BT = 2.585 meV) the population difference is 0.3384, below the two-level value 0.3590 because the higher levels share the population. Equation (2) with 0.33843 gives 1.67199 meV at Γ and 2.18012 meV at A; the full problem gives 1.67136 and 2.17964 meV. Equation (12) accounts for the shifts. The lowest transition contributes 2 × 0.33843 × 14.8853/1.94274 = 5.1861 meV⁻¹ to χ_VV = 5.2285 meV⁻¹, leaving χ_b = 0.0424 meV⁻¹. The other J_z transitions lie at 18 meV and above, so near 2 meV χ_b keeps its static value to about one per cent. With J² = 0.0025 meV² at both points, δ(ω²) = −2 × 0.33843 × 14.8853 × 1.94274 × 0.0025 × 0.0424 = −2.1×10⁻³ meV², so δω = δ(ω²)/2ω = −6.2×10⁻⁴ meV at Γ and −4.8×10⁻⁴ meV at A, against shifts of −6.2×10⁻⁴ and −4.8×10⁻⁴ meV in the full problem (the energies as rounded above give −6.3×10⁻⁴ meV at Γ).

The thermally populated doublets have diagonal J_z elements and give χ_el = 0.0903 meV⁻¹. The pole sum at z = 0 is 5.2285/(1 − 0.05 × 5.2285) = 7.079 meV⁻¹; the isothermal value is 5.3188/(1 − 0.05 × 5.3188) = 7.246 meV⁻¹. The pole sum is low by 2.3 % of the isothermal value.

For the isolated pair of singlets at 10 K, n01 = 0.81007 and ω²(Γ) = 1.94274 × (1.94274 − 0.81007 × 1.48853) = 1.4317 meV², so ω = 1.1965 meV. Raising the exchange by 1.5 gives J(0) = 0.075 meV and 2M²J(0)/Δ = 1.1493. Equation (10) gives k_BT_c = 1.94274/[2 artanh(1/1.1493)] = 0.7285 meV, or 8.45 K, where the static mean-field slope reaches 1 and A turns singular. At T = 0 the paramagnet has ω²(Γ) = −0.5635 meV² and growth rate 0.7507 meV. The ordered state has ⟨I⟩ = 1.9016 and Δ' = 2.2328 meV, and (11) gives ω²(Γ) = 2.2328² − 1.94274² = 1.2112 meV², so ω(Γ) = 1.1005 meV; at X it gives 2.0568 meV.

The numerical check, with its output, tests (6) against the finite-difference Jacobian of the nonlinear mean-field equations on real-space rings; for the nine-level model at 30 K the largest absolute differences are 3×10⁻¹³ meV in frequency and 1×10⁻¹² meV⁻¹ in χ.

Values computed for the example and the checks

```
random model (kT=0.7 meV): ring error omega 1.2e-14 meV, chi 7.6e-14 1/meV
random model: max|w(q)-w(-q)| at q=2pi/5 = 0.02146 meV
random model: coupling scale where A singular 23.983401, from chi_VV J 23.983401
inputs: B20=-0.5 B44=0.05 j_ab=0.01 j_c=0.005 K_ab=0.01 meV; 1 meV=0.24180 THz
levels E-E0 (meV): 0.0000 1.9427 8.4929 8.4929 10.9427 27.8855 28.3926 28.3926 28.9427
ground state weights: |m|=4 0.93033, m=0 0.06967
Jz: Delta=1.94274 meV, M^2=14.88530; Oxy: DeltaQ=10.94274 meV, |Q|^2=74.7375
number of ordered transitions = 68
T=0 G: J=+0.050 meV w_zz=0.93937 meV (0.2271 THz) weight=30.7848
T=0 G: K=+0.040 w_xy=7.37000 meV weight=110.968; w_xx=8.36500 meV weight=2.5771
T=0 X: J=+0.010 meV w_zz=1.78770 meV (0.4323 THz) weight=16.1762
T=0 X: K=+0.000 w_xy=10.94274 meV weight=74.737; w_xx=8.46745 meV weight=2.5456
T=0 M: J=-0.030 meV w_zz=2.34720 meV (0.5675 THz) weight=12.3203
T=0 M: K=-0.040 w_xy=13.60772 meV weight=60.101; w_xx=8.56866 meV weight=2.5152
T=0 A: J=-0.050 meV w_zz=2.58187 meV (0.6243 THz) weight=11.2005
T=0 A: K=-0.040 w_xy=13.60772 meV weight=60.101; w_xx=8.61882 meV weight=2.5004
T=30.0 K: kT=2.58520 meV, p0-p1=0.33843, tanh(Delta/2kT)=0.35900
T=30.0 K nine-level ring error omega 3.3e-13 meV, chi 9.6e-13 1/meV
T=30.0 K G: w_zz nine-level=1.67136, one-transition formula=1.67199 meV, weight=5.8807
T=30.0 K X: w_zz nine-level=1.89167, one-transition formula=1.89169 meV, weight=5.1781
T=30.0 K M: w_zz nine-level=2.08823, one-transition formula=2.08841 meV, weight=4.6747
T=30.0 K A: w_zz nine-level=2.17964, one-transition formula=2.18012 meV, weight=4.4710
T=30.0 K single ion zz: chi_VV=5.22854, chi_el=0.09028 1/meV
T=30.0 K q=0 zz: isothermal=7.2458, pole sum at z=0 =7.0792 1/meV
2x2 at G, T=0: A11=1.19847, |A12|=0.74427 meV, lambda=+-1.06455 1/meV
2 M^2 J(0)/Delta=0.76620, critical J(0)=0.06526 meV
two singlets, 10 K: n01=0.81007, w(G)=1.19652 meV, w(X)=1.81816 meV
exchange x1.5: J(0)=0.075 meV, 2M^2J(0)/Delta=1.14930
kTc: mean field 0.72846, A singular 0.72846 meV; Tc=8.4534 K
x1.5, T=0: paramagnet w^2(G)=-0.56350 meV^2, growth rate=0.75067 meV
x1.5, T=0 ordered: <I>=1.90163, gap=2.23280 meV, w(G)=1.10052, w(X)=2.05682 meV
all-to-all J0=0.25 meV N=200: exact gap=0.709694, minus RPA=2.587e-03 meV
all-to-all J0=0.25 meV N=400: exact gap=0.708405, minus RPA=1.299e-03 meV
all-to-all J0=0.25 meV N=800: exact gap=0.707757, minus RPA=6.505e-04 meV
all-to-all RPA gap=0.707107 meV, error ratio 400/800=1.9961
chain N=10 K=0.05 meV: q=0 exact 0.90000 RPA 0.89443; q=pi exact 1.10000 RPA 1.09545 meV
chain K=0.05 meV: (eps^2-w^2)/K^2 from 4.00000 to 4.00000
chain N=10 K=0.1 meV: q=0 exact 0.80000 RPA 0.77460; q=pi exact 1.20000 RPA 1.18322 meV
chain K=0.1 meV: (eps^2-w^2)/K^2 from 4.00000 to 4.00000
```
